\section*{Magnetoelastic perpendicular anisotropy of a biaxially strained cubic film, part 1}

(Sections cited here and not found follow in the second part.)

\section{Elastic minimum and first-order anisotropy}

Q: A magnetic film is grown on a substrate with a slightly different lattice spacing, and I am told that the mismatch can turn its magnetization upright. Leave magnetism aside for a moment. Which strains does the substrate impose, and which may the film choose?

A: Take a cubic crystal with its cube axes along $x,y,z$ and the film normal along $z$. This is a $(001)$ film. Let it be coherent, so that its in-plane lattice follows the substrate. If the substrate is a thick, stiff cubic crystal that also exposes a $(001)$ face, with its cube axes parallel to those of the film, it imposes the same stretch along $x$ and $y$ and no in-plane shear:
\begin{equation}
e_{xx}=e_{yy}=\varepsilon_0,\qquad e_{xy}=0 .
\label{clamp}
\end{equation}
Here $e_{ij}=\tfrac12(\partial_i u_j+\partial_j u_i)$ is the tensor strain of the displacement $\mathbf u$, and $\varepsilon_0>0$ means tension. The top face is free. A displacement $u_z=e_{zz}z$ changes the thickness without disturbing the in-plane lattice, and so does a sliding of layers, $u_x=2e_{xz}z$ or $u_y=2e_{yz}z$. The three strains $e_{zz},e_{xz},e_{yz}$ are therefore free. I take them to be uniform and small, use linear elasticity, and neglect the small lattice rotation that accompanies the sliding.

Q: What elastic energy do you minimize? A crystal has many stiffness constants.

A: Cubic symmetry leaves three. A mirror reflection $x\to-x$ reverses $e_{xy}$ and $e_{xz}$ but not the energy, so products such as $e_{xx}e_{xy}$ are forbidden; the other mirrors remove the remaining mixed products. The equivalence of the axes then makes the surviving coefficients equal within each group. The energy per volume is
\begin{align}
E_{\rm el}={}&\tfrac12c_{11}(e_{xx}^2+e_{yy}^2+e_{zz}^2)\nonumber\\
&+c_{12}(e_{xx}e_{yy}+e_{yy}e_{zz}+e_{zz}e_{xx})\nonumber\\
&+2c_{44}(e_{xy}^2+e_{yz}^2+e_{zx}^2).
\label{elastic}
\end{align}
The factor 2 in the last line belongs to tensor shear. With the engineering shear $\gamma_{xy}=2e_{xy}$, the same term reads $\tfrac12c_{44}\gamma_{xy}^2$.

Insert Eq.~(\ref{clamp}). The first line gives $c_{11}\varepsilon_0^2+\tfrac12c_{11}e_{zz}^2$, and the second gives $c_{12}\varepsilon_0^2+2c_{12}\varepsilon_0e_{zz}$. Hence
\begin{align}
E_{\rm el}={}&(c_{11}+c_{12})\varepsilon_0^2+2c_{12}\varepsilon_0e_{zz}
+\tfrac12c_{11}e_{zz}^2\nonumber\\
&+2c_{44}(e_{xz}^2+e_{yz}^2).
\label{filmelastic}
\end{align}

Q: The term linear in $e_{zz}$ must be what drives the thickness change. Where does the minimum lie, and how do you know it is a minimum?

A: Set the derivatives with respect to the free strains to zero:
\begin{align}
\frac{\partial E_{\rm el}}{\partial e_{zz}}&=2c_{12}\varepsilon_0+c_{11}e_{zz}=0,\nonumber\\
\frac{\partial E_{\rm el}}{\partial e_{xz}}&=4c_{44}e_{xz}=0,\qquad
\frac{\partial E_{\rm el}}{\partial e_{yz}}=4c_{44}e_{yz}=0 .
\end{align}
The solution is
\begin{equation}
e_{zz}^{(0)}=-\frac{2c_{12}}{c_{11}}\varepsilon_0,\qquad
e_{xz}^{(0)}=e_{yz}^{(0)}=0 .
\label{normalstrain}
\end{equation}
The second derivatives are $c_{11}$, $4c_{44}$ and $4c_{44}$, and the mixed ones vanish. All three are positive in a stable crystal, so the stationary point is the minimum. The first derivative is also the normal stress $\sigma_{zz}$, while the other two are twice the shear stresses on the top face. Minimizing over the free strains thus says that nothing pulls on the free face.

Q: I would have guessed $-2\nu\varepsilon_0$, one Poisson contraction for each in-plane direction. Is your answer really the Poisson effect?

A: It is, but your guess treats each imposed strain as if it came from an independent uniaxial pull. Let $\nu$ be the Poisson ratio for a pull along a cube axis. Under a pull along $x$, the transverse strains are equal, and the transverse stress vanishes:
\begin{equation}
c_{12}e_{xx}+(c_{11}+c_{12})e_{yy}=0
\quad\Longrightarrow\quad
\nu=-\frac{e_{yy}}{e_{xx}}=\frac{c_{12}}{c_{11}+c_{12}} .
\end{equation}
Now apply equal stresses $\sigma$ along $x$ and $y$, with $Y$ the Young modulus along a cube axis. Each in-plane direction is stretched by its own stress and contracted by the other, while the normal is contracted by both:
\begin{equation}
\varepsilon_0=\frac{(1-\nu)\sigma}{Y},\qquad
e_{zz}^{(0)}=-\frac{2\nu\sigma}{Y}
=-\frac{2\nu}{1-\nu}\varepsilon_0 .
\end{equation}
Because $1-\nu=c_{11}/(c_{11}+c_{12})$, the ratio $2\nu/(1-\nu)$ equals $2c_{12}/c_{11}$, in agreement with Eq.~(\ref{normalstrain}). The denominator $1-\nu$ is what your guess leaves out: to keep both in-plane strains at $\varepsilon_0$, the stress must also overcome the mutual contraction.

Q: How large is that stress in terms of the stiffnesses?

A: Differentiate Eq.~(\ref{elastic}) with respect to $e_{xx}$, then insert the strains of the film:
\begin{align}
\sigma&=c_{11}\varepsilon_0+c_{12}\varepsilon_0+c_{12}e_{zz}^{(0)}\nonumber\\
&=\varepsilon_0\frac{c_{11}^2+c_{11}c_{12}-2c_{12}^2}{c_{11}}\nonumber\\
&=\varepsilon_0\frac{(c_{11}-c_{12})(c_{11}+2c_{12})}{c_{11}} .
\label{stress}
\end{align}
The last line follows by multiplying out its numerator. Both factors are positive in a stable cubic crystal: $c_{11}-c_{12}$ resists a change of shape, and $c_{11}+2c_{12}$ resists a change of volume. Tension therefore has $\sigma>0$.

Q: So far the film is merely thinner. Why should its magnetization care?

A: Spin--orbit coupling makes the electronic energy depend on the direction of magnetization relative to the lattice, and straining the lattice alters that dependence. Let $\boldsymbol\alpha$ be the unit vector along the magnetization. Reversing all spins must not change the energy, so the lowest direction-dependent terms are quadratic in $\boldsymbol\alpha$. To first order in strain, cubic symmetry permits
\begin{align}
E_{\rm me}={}&B_1\sum_i\left(\alpha_i^2-\tfrac13\right)e_{ii}\nonumber\\
&+2B_2(\alpha_x\alpha_ye_{xy}+\alpha_y\alpha_ze_{yz}+\alpha_z\alpha_xe_{zx}).
\label{me}
\end{align}
The constants $B_1$ and $B_2$ are energies per volume. A coupling of $e_{xx}$ to $\alpha_y^2+\alpha_z^2$ is not a further term, because that sum equals $1-\alpha_x^2$.

Q: The $-\tfrac13$ looks like decoration. It multiplies the volume change and has no direction in it.

A: It fixes the lattice from which strain is measured. If the directions of magnetization are distributed evenly, the averages are $\langle\alpha_i^2\rangle=\tfrac13$ and $\langle\alpha_i\alpha_j\rangle=0$ for $i\ne j$. The average magnetic stress in Eq.~(\ref{me}) then vanishes, and so does the average strain of an unclamped crystal. Thus $\varepsilon_0$ is measured from the cubic lattice of the demagnetized bulk. The choice does not affect the first-order anisotropy, but it will matter when terms quadratic in $B_1$ are kept.

Q: Then put the relaxed strains into the magnetic energy. What anisotropy comes out?

A: The shear strains vanish, which removes $B_2$. What remains is
\begin{align}
E_{\rm me}&=B_1\left[\varepsilon_0\left(\alpha_x^2+\alpha_y^2-\tfrac23\right)
+e_{zz}^{(0)}\left(\alpha_z^2-\tfrac13\right)\right]\nonumber\\
&=B_1\left(e_{zz}^{(0)}-\varepsilon_0\right)\left(\alpha_z^2-\tfrac13\right).
\end{align}
The second line uses $\alpha_x^2+\alpha_y^2=1-\alpha_z^2$, which turns the first bracket into $-(\alpha_z^2-\tfrac13)$. Let $\theta$ be the angle from the normal, so that $\alpha_z^2=1-\sin^2\theta$. Then
\begin{align}
E_{\rm me}&=\text{constant}+K_{\rm me}\sin^2\theta,\nonumber\\
K_{\rm me}&=B_1\left(\varepsilon_0-e_{zz}^{(0)}\right)
=B_1\varepsilon_0\left(1+\frac{2c_{12}}{c_{11}}\right).
\label{kme}
\end{align}
With this sign convention $K_{\rm me}>0$ favours the normal. The anisotropy measures the difference between in-plane and normal strain. A uniform expansion, with $e_{zz}=\varepsilon_0$, would leave the crystal cubic and give none at this order.

Q: How much can the normal strain matter? Could it ever reverse the sign?

A: If $e_{zz}$ were held at zero, the result would be $B_1\varepsilon_0$. Relaxation multiplies it by
\begin{equation}
F=1+\frac{2c_{12}}{c_{11}} .
\label{factor}
\end{equation}
When $c_{12}=0$ there is no Poisson contraction and $F=1$. As $c_{12}$ approaches $c_{11}$ from below, $e_{zz}^{(0)}$ approaches $-2\varepsilon_0$, the volume change $2\varepsilon_0+e_{zz}^{(0)}$ approaches zero, and $F$ approaches 3. Stability also requires $c_{11}+2c_{12}>0$, so $F=(c_{11}+2c_{12})/c_{11}$ is positive even for negative $c_{12}$. Within this model the normal strain changes the size of $K_{\rm me}$, not its sign, which is that of $B_1\varepsilon_0$.

Q: I see a gap. You found the strains by minimizing the elastic energy alone, then added the magnetic energy. The film minimizes their sum.

A: The omission does not affect the first order. Collect the free strains in a vector $\mathbf q$, attach a counting parameter $\eta$ to the magnetic energy, and write the true minimum as $\mathbf q=\mathbf q_0+\eta\mathbf q_1+\cdots$, where $\mathbf q_0$ minimizes $E_{\rm el}$. Expanding,
\begin{align}
E_{\rm el}(\mathbf q)+\eta E_{\rm me}(\mathbf q)
={}&E_{\rm el}(\mathbf q_0)
+\eta\,\mathbf q_1\cdot\nabla E_{\rm el}(\mathbf q_0)\nonumber\\
&+\eta E_{\rm me}(\mathbf q_0)+O(\eta^2).
\end{align}
The gradient vanishes at $\mathbf q_0$. The magnetic shift of the strains therefore enters the energy in second order, and Eq.~(\ref{kme}) is the complete first-order term. How large the remainder is must be calculated separately.

Q: Materials data usually list magnetostriction rather than $B_1$. How do I convert without losing a sign?

A: Release the whole crystal and ask how it deforms when magnetized. Setting the derivative of $E_{\rm el}+E_{\rm me}$ with respect to $e_{xx}$ to zero gives
\begin{equation}
c_{11}e_{xx}+c_{12}(e_{yy}+e_{zz})
+B_1\left(\alpha_x^2-\tfrac13\right)=0,
\label{free}
\end{equation}
with two similar equations for $y$ and $z$. Add all three. The magnetic terms cancel because $\sum_i\alpha_i^2=1$, leaving $(c_{11}+2c_{12})\sum_ie_{ii}=0$. The volume is unchanged, so $e_{yy}+e_{zz}=-e_{xx}$, and Eq.~(\ref{free}) becomes
\begin{equation}
e_{xx}=-\frac{B_1}{c_{11}-c_{12}}\left(\alpha_x^2-\tfrac13\right).
\end{equation}
The saturation magnetostriction $\lambda_{100}$ is the strain along $[100]$ when the magnetization points along $[100]$, relative to the demagnetized crystal. With $\alpha_x^2=1$,
\begin{equation}
\lambda_{100}=-\frac{2B_1}{3(c_{11}-c_{12})},
\qquad
B_1=-\tfrac32\lambda_{100}(c_{11}-c_{12}).
\label{lambda100}
\end{equation}
A crystal that shortens along a cube axis when magnetized along that axis has $\lambda_{100}<0$ and $B_1>0$.

Q: Does the stiffness then drop out if I know the film stress?

A: Substitute Eq.~(\ref{lambda100}) into Eq.~(\ref{kme}) and compare with Eq.~(\ref{stress}):
\begin{align}
K_{\rm me}&=-\tfrac32\lambda_{100}\,
\varepsilon_0\frac{(c_{11}-c_{12})(c_{11}+2c_{12})}{c_{11}}\nonumber\\
&=-\tfrac32\lambda_{100}\sigma .
\label{kstress}
\end{align}
There is a direct reading in terms of work. When the magnetization points along $z$, a free crystal has $e_{xx}=e_{yy}=-\lambda_{100}/2$, with sum $-\lambda_{100}$. When it points along $x$, the sum is $\lambda_{100}-\lambda_{100}/2=\lambda_{100}/2$. Turning from $z$ to $x$ changes the sum by $\tfrac32\lambda_{100}$. The two equal in-plane stresses lower the energy by $\sigma$ times that change, which gives the minus sign and the factor $\tfrac32$. In this $(001)$ film, tension favours in-plane magnetization if a free crystal magnetized along a cube axis lengthens along that axis, and the normal if it shortens.

\section{Second-order terms and a cobalt ferrite film}

The symbols carried over are the in-plane strain $\varepsilon_0$, measured from the demagnetized cubic lattice; the normal strain $e_{zz}$; the stiffnesses $c_{11},c_{12},c_{44}$; the magnetoelastic constants $B_1,B_2$; and the unit magnetization $\boldsymbol\alpha$, at angle $\theta$ from the normal. The first-order results are $e_{zz}^{(0)}=-2c_{12}\varepsilon_0/c_{11}$ and
\begin{equation}
K_{\rm me}=B_1\varepsilon_0F=-\tfrac32\lambda_{100}\sigma,
\qquad F=1+\frac{2c_{12}}{c_{11}},
\end{equation}
where $\sigma$ is the in-plane stress, $\lambda_{100}=-2B_1/[3(c_{11}-c_{12})]$, and positive $K_{\rm me}$ favours the normal.

Q: You left a second-order remainder. Minimize the whole energy and show it to me.

A: Put $s=\alpha_z^2$. The terms containing $e_{zz}$ are
\begin{equation}
\tfrac12c_{11}e_{zz}^2+
\left[2c_{12}\varepsilon_0+B_1\left(s-\tfrac13\right)\right]e_{zz}.
\end{equation}
Call the bracket $G$. The minimum is at $e_{zz}=-G/c_{11}$ and contributes $-G^2/(2c_{11})$, or
\begin{equation}
-\frac{2c_{12}^2\varepsilon_0^2}{c_{11}}
-\frac{2c_{12}}{c_{11}}B_1\varepsilon_0\left(s-\tfrac13\right)
-\frac{B_1^2}{2c_{11}}\left(s-\tfrac13\right)^2 .
\end{equation}
The shear $e_{xz}$ enters through $2c_{44}e_{xz}^2+2B_2\alpha_x\alpha_ze_{xz}$. Its minimum is at $e_{xz}=-B_2\alpha_x\alpha_z/(2c_{44})$, where these terms equal $-B_2^2\alpha_x^2\alpha_z^2/(2c_{44})$. Adding the corresponding $yz$ term and using $\alpha_x^2+\alpha_y^2=1-s$ gives $-B_2^2s(1-s)/(2c_{44})$. The clamped in-plane strains contribute $-B_1\varepsilon_0(s-\tfrac13)$. Altogether,
\begin{align}
E={}&\text{constant}-K_{\rm me}s
-\frac{B_1^2}{2c_{11}}\left(s-\tfrac13\right)^2\nonumber\\
&-\frac{B_2^2}{2c_{44}}s(1-s).
\label{full}
\end{align}
For magnetization along $[100]$, $s=0$; along $[001]$, $s=1$. The $B_2$ term vanishes at both, and
\begin{align}
E_{[100]}-E_{[001]}
&=K_{\rm me}+\frac{B_1^2}{2c_{11}}
\left(\frac49-\frac19\right)\nonumber\\
&=K_{\rm me}+\frac{B_1^2}{6c_{11}} .
\label{difference}
\end{align}

We now have the magnetoelastic anisotropy of the strained film to first order, together with the second-order correction to the energy difference between $[100]$ and $[001]$. It remains to check how that correction depends on the reference lattice, to add the shape energy and the cubic anisotropy, and to put in numbers for cobalt ferrite on MgO$(001)$.
